# How Sublimation Free-Energy Errors Change Predicted Vapour Pressures: test program

```python
"""
Result under test: an error delta in the molar sublimation free energy
changes the predicted vapour pressure by the factor exp(-delta/(R*T)),
which is about 3.3 (down or up) for |delta| = 4 kJ/mol at T = 400 K.

Model: rigid spherical-top molecules; in the crystal each has six harmonic
lattice modes and static lattice energy E; the vapour is an ideal gas.
Independent road: explicit sums over quantum levels and over the number of
vapour molecules in a small closed vessel that also holds the crystal.
SI units inside the program; energies are molar (J/mol) unless noted.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammaln, logsumexp

R, k, h = const.R, const.k, const.h
AMU = const.atomic_mass
P_STD = 1.0e5

T0 = 400.0
DELTA = 4.0e3
MASS = 300 * AMU
INERTIA = 1500 * AMU * 1e-20
WAVENUMBER = 50.0                     # cm^-1, each of six lattice modes
E_LATT = 110.0e3
B_VIRIAL = -3.0e-3                    # m^3/mol
V_SOLID = 2.0e-4                      # m^3/mol
B_ROT = h**2 / (8 * np.pi**2 * INERTIA)   # rotational constant, J


def mode_quantum(wavenumber):
    """Energy quantum h*nu in J for a wavenumber in cm^-1."""
    return h * const.c * 100 * wavenumber


# ---------- derived formulas ----------
def thermal_wavelength(T):
    return h / np.sqrt(2 * np.pi * MASS * k * T)


def rotor_classical(T):
    return np.sqrt(np.pi) * (k * T / B_ROT)**1.5


def free_energy(T):
    """Standard sublimation free energy from closed formulas."""
    u = mode_quantum(WAVENUMBER) / (k * T)
    gas = k * T * rotor_classical(T) / (P_STD * thermal_wavelength(T)**3)
    return (E_LATT - R * T * np.log(gas)
            - 6 * R * T * np.log(2 * np.sinh(u / 2)))


def enthalpy(T):
    quantum = mode_quantum(WAVENUMBER)
    u = quantum / (k * T)
    return E_LATT + 4*R*T - 3*const.N_A*quantum / np.tanh(u / 2)


# ---------- independent road: explicit sums ----------
SIDE = 1.0e-6                         # edge of the cubic vessel, m
BOX_N = np.arange(1, 2_000_001, dtype=float)
ROT_J = np.arange(0, 2001, dtype=float)
VIB_N = np.arange(0, 2001, dtype=float)
GAS_N = np.arange(0, 60_001, dtype=float)


def counted_pressure(T, lattice_energy=E_LATT, wavenumber=WAVENUMBER):
    """Pressure from the mean number of vapour molecules in the vessel."""
    box = np.exp(-BOX_N**2 * h**2 / (8 * MASS * SIDE**2 * k * T)).sum()
    rot = ((2*ROT_J + 1)**2
           * np.exp(-B_ROT * ROT_J * (ROT_J + 1) / (k * T))).sum()
    vib = np.exp(-(VIB_N + 0.5) * mode_quantum(wavenumber) / (k*T)).sum()
    log_ratio = (3*np.log(box) + np.log(rot) - 6*np.log(vib)
                 - lattice_energy / (R * T))
    log_weight = GAS_N * log_ratio - gammaln(GAS_N + 1)
    weight = np.exp(log_weight - logsumexp(log_weight))
    assert weight[-1] < 1e-20         # the crystal never runs out
    return (weight * GAS_N).sum() * k * T / SIDE**3


# Absolute pressure: explicit count against the free-energy formula
dG = free_energy(T0)
p_formula = P_STD * np.exp(-dG / (R * T0))
p_count = counted_pressure(T0)
assert abs(p_count / p_formula - 1) < 1e-4

# Error factor: both signs, two temperatures
for T in (300.0, T0):
    p_ref = counted_pressure(T)
    for shift in (DELTA, -DELTA):
        ratio = counted_pressure(T, E_LATT + shift) / p_ref
        assert abs(ratio / np.exp(-shift / (R * T)) - 1) < 1e-7
p_low = counted_pressure(T0, E_LATT + DELTA)
p_high = counted_pressure(T0, E_LATT - DELTA)
factor = np.exp(DELTA / (R * T0))
assert abs(p_high / p_count - 3.3) < 0.05
assert abs(p_count / p_low - 3.3) < 0.05

# Sublimation enthalpy: slope of the counted pressure against the formula
Ta, Tb = T0 - 1, T0 + 1
slope = (np.log(counted_pressure(Tb) / counted_pressure(Ta))
         / (1 / Tb - 1 / Ta))
dH = enthalpy(T0)
assert abs(-R * slope / dH - 1) < 1e-4

# Wavenumber scaling: classical estimate against quantum level sums;
# zero-point and quantum terms are expected to matter below one per cent
scale = np.exp(DELTA / (6 * R * T0))
ratio_scaled = counted_pressure(T0, wavenumber=scale*WAVENUMBER) / p_count
assert abs(ratio_scaled / factor - 1) < 0.01

# Temperature shift; the formula neglects the change of enthalpy with T
T_pred = brentq(lambda T: np.log(counted_pressure(T, E_LATT + DELTA)
                                / p_count), T0, T0 + 40, xtol=1e-7)
shift_formula = T0 * DELTA / dH
assert abs((T_pred - T0) / shift_formula - 1) < 0.005


# Non-ideal vapour, equation of state p = R*T*rho*(1 + B*rho)
def excess_volume(p):
    """Molar volume minus R*T/p, in a form free of cancellation."""
    rho = 2*p / (R*T0 * (1 + np.sqrt(1 + 4*B_VIRIAL*p / (R*T0))))
    return B_VIRIAL / (1 + B_VIRIAL * rho)


def real_log_pressure(free_en):
    def imbalance(log_p):
        p = np.exp(log_p)
        nonideal = quad(excess_volume, 0, p)[0]
        return (free_en + R*T0*(log_p - np.log(P_STD))
                + nonideal - V_SOLID*p)
    guess = np.log(P_STD) - free_en / (R * T0)
    return brentq(imbalance, guess - 0.1, guess + 0.1,
                  xtol=1e-14, rtol=1e-14)


log_real = real_log_pressure(dG - DELTA) - real_log_pressure(dG)
deviation = log_real - DELTA / (R * T0)
deviation_formula = -(B_VIRIAL - V_SOLID)*(p_high - p_count) / (R*T0)
assert abs(deviation / deviation_formula - 1) < 2e-3
assert abs(deviation) < 1e-3

# ---------- printed numbers ----------
hartree_molar = const.physical_constants["Hartree energy"][0] * const.N_A
print(f"Temperature: {T0:.0f} K")
print(f"Free-energy error: {DELTA/1e3:.1f} kJ/mol")
print(f"Same error per molecule: {1e3*DELTA/hartree_molar:.3f} mHartree")
print(f"Gas constant R: {R:.5f} J/(mol K)")
print(f"RT at 400 K: {R*T0/1e3:.4f} kJ/mol")
print(f"Exponent delta/RT: {DELTA/(R*T0):.4f} (no unit)")
print(f"Pressure factor, error negative: {factor:.3f} (no unit)")
print(f"Pressure factor, error positive: {1/factor:.4f} (no unit)")
for T in (300.0, 500.0):
    print(f"Factor for 4 kJ/mol at {T:.0f} K: {np.exp(DELTA/(R*T)):.3f}")
for f in (2, 10):
    print(f"Error giving a factor {f} at 400 K: "
          f"{R*T0*np.log(f)/1e3:.3f} kJ/mol")
print(f"Model mass: {MASS/AMU:.0f} u")
print(f"Model moment of inertia: {INERTIA/(AMU*1e-20):.0f} u angstrom^2")
print(f"Model lattice wavenumber: {WAVENUMBER:.0f} cm^-1")
print(f"Model lattice energy: {E_LATT/1e3:.0f} kJ/mol")
print(f"Standard pressure: {P_STD:.0f} Pa")
u0 = mode_quantum(WAVENUMBER) / (k * T0)
print(f"Mode quantum over kT: {u0:.4f} (no unit)")
print(f"Thermal wavelength: {thermal_wavelength(T0)*1e12:.3f} pm")
print(f"Rotational partition function: {rotor_classical(T0):.4e}")
gas_arg = k*T0*rotor_classical(T0) / (P_STD*thermal_wavelength(T0)**3)
print(f"Gas term -RT ln[...]: {-R*T0*np.log(gas_arg)/1e3:.3f} kJ/mol")
lattice_term = -6*R*T0*np.log(2*np.sinh(u0/2))
print(f"Lattice-mode term: {lattice_term/1e3:.3f} kJ/mol")
print(f"Sublimation free energy: {dG/1e3:.3f} kJ/mol")
print(f"Sublimation enthalpy: {dH/1e3:.3f} kJ/mol")
print(f"Sublimation entropy: {(dH-dG)/T0:.2f} J/(mol K)")
print(f"Vapour pressure, formula: {p_formula:.3f} Pa")
print(f"Vapour pressure, explicit count: {p_count:.3f} Pa")
print(f"Counted pressure, error +4 kJ/mol: {p_low:.3f} Pa")
print(f"Counted pressure, error -4 kJ/mol: {p_high:.3f} Pa")
print(f"Entropy error equal to 4 kJ/mol: {DELTA/T0:.1f} J/(mol K)")
print(f"Equivalent wavenumber scaling: {scale:.4f} (no unit)")
print(f"Counted factor with that scaling: {ratio_scaled:.3f} (no unit)")
print(f"Source temperature shift, formula: {shift_formula:.2f} K")
print(f"Source temperature shift, count: {T_pred-T0:.2f} K")
print(f"Second virial coefficient: {B_VIRIAL:.1e} m^3/mol")
print(f"Crystal molar volume: {V_SOLID:.1e} m^3/mol")
print(f"Non-ideal change of ln factor, formula: {deviation_formula:.3e}")
print(f"Non-ideal change of ln factor, solved: {deviation:.3e}")
print("verified")
```

Output:

```
Temperature: 400 K
Free-energy error: 4.0 kJ/mol
Same error per molecule: 1.524 mHartree
Gas constant R: 8.31446 J/(mol K)
RT at 400 K: 3.3258 kJ/mol
Exponent delta/RT: 1.2027 (no unit)
Pressure factor, error negative: 3.329 (no unit)
Pressure factor, error positive: 0.3004 (no unit)
Factor for 4 kJ/mol at 300 K: 4.971
Factor for 4 kJ/mol at 500 K: 2.617
Error giving a factor 2 at 400 K: 2.305 kJ/mol
Error giving a factor 10 at 400 K: 7.658 kJ/mol
Model mass: 300 u
Model moment of inertia: 1500 u angstrom^2
Model lattice wavenumber: 50 cm^-1
Model lattice energy: 110 kJ/mol
Standard pressure: 100000 Pa
Mode quantum over kT: 0.1798 (no unit)
Thermal wavelength: 5.040 pm
Rotational partition function: 6.8963e+06
Gas term -RT ln[...]: -118.495 kJ/mol
Lattice-mode term: 34.208 kJ/mol
Sublimation free energy: 25.714 kJ/mol
Sublimation enthalpy: 103.295 kJ/mol
Sublimation entropy: 193.95 J/(mol K)
Vapour pressure, formula: 43.875 Pa
Vapour pressure, explicit count: 43.875 Pa
Counted pressure, error +4 kJ/mol: 13.179 Pa
Counted pressure, error -4 kJ/mol: 146.068 Pa
Entropy error equal to 4 kJ/mol: 10.0 J/(mol K)
Equivalent wavenumber scaling: 1.2220 (no unit)
Counted factor with that scaling: 3.342 (no unit)
Source temperature shift, formula: 15.49 K
Source temperature shift, count: 15.51 K
Second virial coefficient: -3.0e-03 m^3/mol
Crystal molar volume: 2.0e-04 m^3/mol
Non-ideal change of ln factor, formula: 9.833e-05
Non-ideal change of ln factor, solved: 9.835e-05
verified
```
